# Why Two Valleys Form the Lowest Subband at a Silicon (001) Interface

## Result

The conduction band of bulk unstrained silicon has six equivalent minima, or valleys, two on each cubic axis. Each is heavy along its own axis (longitudinal mass $m_l$) and light across it (transverse mass $m_t<m_l$). At a (001) interface a force of magnitude $F$ holds electrons against the gate dielectric. In a triangular well with a hard wall, the levels of a valley are

$$E_n(m_z)=a_n\left(\frac{F^2}{2m_z}\right)^{1/3},\qquad a_1=2.338,\quad a_2=4.088,$$

where $m_z$ is the mass along the interface normal and $-a_n$ are the zeros of the Airy function Ai. Two valleys have $m_z=m_l$ and four have $m_z=m_t$. The heavier confinement mass gives the lower level, so the lowest subband belongs to the two valleys on the normal.

The algebra uses atomic units ($\hbar=e=m_e=1$), with energies measured from the bulk valley bottom. The numbers use the rough silicon masses $m_l=0.92$ and $m_t=0.19$, a chosen force of 0.005 eV/angstrom and a temperature of 300 K. The supporting values are in the numerical output after the text.

## The confinement masses

Let $\mathbf q$ be the wave vector measured from a valley minimum, and $\mathbf n$ the unit vector along the valley axis. Splitting $\mathbf q$ into parts along and across $\mathbf n$ gives

$$\varepsilon=\frac{(\mathbf n\cdot\mathbf q)^2}{2m_l}+\frac{q^2-(\mathbf n\cdot\mathbf q)^2}{2m_t}.$$

The coefficient of $q_z^2/2$ is the inverse confinement mass:

$$\frac1{m_z}=\frac1{m_t}+\left(\frac1{m_l}-\frac1{m_t}\right)n_z^2.$$

For the two valleys on the $z$ axis $n_z^2=1$ and $m_z=m_l$. For the other four $n_z=0$ and $m_z=m_t$. Because each $\mathbf n$ lies on a coordinate axis, no products such as $q_xq_z$ occur. The envelope function is then a plane wave in the interface times $f(z)$, and the total energy is a level $E$ plus a non-negative in-plane kinetic energy. The subband edge is $E$ itself.

The orientation matters. On a (111) interface the squared projection of every valley axis on the normal is $1/3$. Cross terms do appear there, but completing the square in the normal momentum turns them into a phase factor and leaves its coefficient unchanged. All six valleys then have the same confinement mass, and confinement does not separate them.

## The levels of the triangular well

With the wall at $z=0$ and potential $Fz$ for $z>0$, the envelope obeys

$$-\frac{1}{2m_z}f''+Fzf=Ef,\qquad f(0)=0 .$$

Set $z=\ell s$ and divide by $F\ell$:

$$-\frac{1}{2m_zF\ell^3}\frac{d^2f}{ds^2}+sf=\frac{E}{F\ell}f .$$

The choice $\ell=(2m_zF)^{-1/3}$ makes the first coefficient one. With $\epsilon=E/(F\ell)$ the equation becomes $d^2f/ds^2=(s-\epsilon)f$, whose decaying solution is $\mathrm{Ai}(s-\epsilon)$. The wall requires $\mathrm{Ai}(-\epsilon)=0$, so $\epsilon=a_n$ and

$$E_n=a_nF\ell=a_nF^{2/3}(2m_z)^{-1/3},$$

which is the stated result. Below, $E_1,E_2$ denote levels of the twofold valleys and $E_1'$ the ground level of the fourfold valleys.

The lengths $\ell$ are 9.39 angstrom for the heavy mass and 15.89 angstrom for the light one. Hence

$$E_1=2.338\times0.005\times9.39\ \text{eV}=0.110\ \text{eV},$$

$$E_1'=2.338\times0.005\times15.89\ \text{eV}=0.186\ \text{eV}.$$

The gap is $\Delta=E_1'-E_1=0.076$ eV, or 0.0028 hartree. The ratio $E_1'/E_1=(m_l/m_t)^{1/3}=1.69$ does not depend on the force. The gap itself grows as $F^{2/3}$. It vanishes when $F\to0$, where the bulk degeneracy returns, and when $m_l\to m_t$.

## First contribution: the kinetic cost of confinement

The potential is the same for all valleys, so the mass can act only through the kinetic energy. To find its share, compress the normalized ground state: $f_\lambda(z)=\sqrt\lambda\,f(\lambda z)$. This still vanishes at the wall. Two derivatives bring a factor $\lambda^2$ and the mean of $z$ a factor $1/\lambda$, so

$$E(\lambda)=\lambda^2\langle T\rangle+\lambda^{-1}\langle V\rangle .$$

The true ground state is stationary at $\lambda=1$, which gives $2\langle T\rangle-\langle V\rangle=0$. Therefore $\langle T\rangle=E/3$ and $\langle V\rangle=2E/3$. For the heavy valleys these are 0.037 eV and 0.073 eV.

When $m_z$ changes slightly, the change of $f$ does not contribute to first order, because the energy is stationary. What remains is the explicit change of $1/(2m_z)$:

$$\frac{dE}{dm_z}=-\frac{\langle T\rangle}{m_z}=-\frac{E}{3m_z}.$$

Integration gives $E\propto m_z^{-1/3}$. The magnitude of the exponent, $1/3$, is the kinetic share of the energy.

The full step from heavy to light mass can be split into two parts.

**Fixed envelope.** Give the electron the light mass but keep the heavy envelope. The potential energy stays at 0.0732 eV, and the kinetic energy is multiplied by $m_l/m_t=4.842$:

$$0.0366\times4.842+0.0732=0.250\ \text{eV}.$$

This is a rise of 0.141 eV.

**Relaxation.** The light electron then spreads away from the wall. Its mean distance $\langle z\rangle=2E/(3F)$ grows from 14.6 to 24.8 angstrom. This lowers the energy by 0.065 eV, to 0.186 eV.

Relaxation thus recovers a little less than half of the rise. In the final state both kinetic and potential energy are larger than in the heavy valley by the factor 1.69, so two thirds of the gap is stored as potential energy. The cause is nevertheless kinetic: the light electron accepts a higher potential energy to avoid a still higher kinetic one.

## Does the order depend on the triangular shape?

Channel charge bends the real potential, and a dielectric is not a hard wall. Consider any common potential $V(z)$ with a bound ground state, and a mass $m(z)$ that is the same for all valleys inside the dielectric. The ground level is the minimum over normalized real $f$ of

$$A[f]=\int\left(\frac{f'^2}{2m(z)}+V(z)f^2\right)dz .$$

Let $A_l$ and $A_t$ have channel masses $m_l$ and $m_t$, and let $f_t$ minimize $A_t$. Then

$$E_1\le A_l[f_t]\le A_t[f_t]=E_1' .$$

The first inequality holds because $f_t$ is merely a trial function for the heavy mass. The second holds because $1/m_l<1/m_t$, and it is strict when $f_t$ varies inside the channel. The order of the two ground levels is therefore not special to the triangle. The argument does not cover a barrier height or barrier mass that differs between valleys.

The argument does not fix the order of levels with different indices, such as $E_1'$ and $E_2$. In the hard-wall triangle, $E_1'<E_2$ requires $a_1m_t^{-1/3}<a_2m_l^{-1/3}$, or

$$\frac{m_l}{m_t}<\left(\frac{a_2}{a_1}\right)^3=5.345 .$$

The ratio used here is 4.84, so the condition is met, but narrowly: $E_2=0.192$ eV lies about 0.006 eV above $E_1'$.

## Second contribution: penetration into the dielectric

Let the dielectric fill $z<0$, with a flat barrier of height $V_b=2$ eV and mass $m_b=0.2$ for every valley. These are model values. Inside it $f\propto e^{\kappa z}$ with $\kappa=\sqrt{2m_b(V_b-E)}$. Minimizing $A[f]$ at fixed norm gives the envelope equation $-(f'/2m)'+Vf=Ef$. Integrating it across the interface, where $V$ has only a finite step, shows that $f'/m$ is continuous. Since $f$ is continuous too, on the channel side

$$\frac{f'(0^+)}{m_z}=\frac{\kappa f(0)}{m_b},\qquad b\equiv\frac{f(0)}{f'(0^+)}=\frac{m_b}{m_z\kappa}.$$

Extended linearly, the channel envelope vanishes at $z=-b$. For $b\ll\ell$ the electron thus sees a hard wall at $-b$, where the extended ramp has the value $-Fb$. The level becomes

$$E\approx a_1F\ell-Fb .$$

Since $b\propto1/m_z$ when $E\ll V_b$, the light valleys are lowered more, by a factor of about $m_l/m_t=4.8$. The direct numerical solution gives 0.1064 eV for the heavy level, a drop of 0.0034 eV, and 0.1693 eV for the light level, a drop of 0.0164 eV. Their ratio is 4.8, as estimated.

Penetration reduces the gap from 0.076 to 0.063 eV, about one sixth, and leaves the order intact.

## Third contribution: coupling of the two lowest valleys

The envelope equation gives the valleys at $+k_0$ and $-k_0$ on the $z$ axis identical levels. An abrupt wall mixes them. A chain of atomic layers with spacing $d$, and hopping to first and second neighbours, gives a simple model of this effect. With $k$ the phase per layer, choose its band as

$$\varepsilon(k)=4u(\cos k-\cos\varphi)^2,\qquad u=\frac{1}{8m_ld^2\sin^2\varphi}.$$

The minima lie at $k=\pm\varphi$. Near them $\varepsilon\approx4u\sin^2\varphi\,(k\mp\varphi)^2$, which is the parabola of mass $m_l$.

Near the wall, each energy gives two waves in the right-hand valley, $k_1=\varphi'-q$ and $k_2=\varphi'+q$, with $\varphi'\to\varphi$ for small $q$. Their speeds are $|d\varepsilon/dk|=8u\sin k\,|\cos k-\cos\varphi|$, and the last factor is equal for both. The smooth ramp reflects one wave into the other without loss, so their fluxes are equal and their amplitudes are $r_i=1/\sqrt{\sin k_i}$. On layer $j$ the valley contributes

$$g_j=e^{i\varphi'j}\left[r_1e^{-iq(j+X)}-r_2e^{iq(j+X)}\right],$$

where $j=-X$ is the effective wall position. The other valley contributes $g_j^*$. Second-neighbour hopping requires two empty sites, $j=0$ and $j=-1$. A nonzero combination of $g$ and $g^*$ vanishes on both only if $\mathrm{Im}(g_0g_{-1}^*)=0$. Multiplying out,

$$g_0g_{-1}^*=e^{i\varphi'}\left[r_1^2e^{-iq}+r_2^2e^{iq}-2r_1r_2\cos q(2X-1)\right].$$

The imaginary part of the first two terms is $r_1^2\sin k_1+r_2^2\sin k_2=2$. Hence

$$\cos q(2X-1)=\frac{1}{r_1r_2\sin\varphi'}=\frac{\sqrt{\sin k_1\sin k_2}}{\sin\varphi'} .$$

With $\sin k_1\sin k_2=\sin^2\varphi'-\sin^2q$, this becomes $\sin q(2X-1)=\pm\sin q/\sin\varphi'$. For an envelope that varies slowly enough, $q\ll\sin\varphi$, there are two effective walls,

$$X=\frac12\pm\frac{1}{2\sin\varphi}.$$

They lie $1/\sin\varphi$ layers apart. Displacing the wall by one layer along the ramp changes the energy by $Fd$, so the pair splits by

$$\delta=\frac{Fd}{\sin\varphi}.$$

For the model values $d=1.4$ angstrom and $\varphi=0.4\pi$, this is $0.0070\times1.0515=0.0074$ eV. Diagonalizing the chain, with the zero of the ramp midway between the two empty sites, gives levels at 0.1056 and 0.1130 eV, split by 0.0074 eV. Their mean, 0.1093 eV, agrees with the envelope value 0.1098 eV to half a percent.

The splitting is about a tenth of $\Delta$. In this sense two valleys form one subband: a close pair, well separated from the other four valleys. The number belongs to this chain with an abrupt wall, and another interface structure can give a very different value. In the same chain, a 2 eV barrier that rises smoothly, as a tanh profile of width one layer, gives a splitting of about 0.001 eV, and a width of two layers gives less than 0.0001 eV.

## Fourth contribution: the density of states

Being lowest is a statement about energy, not about the number of electrons. For $g$ valleys with in-plane masses $m_x,m_y$, the states with in-plane energy below $\varepsilon$ fill an ellipse of area $2\pi\varepsilon\sqrt{m_xm_y}$ in wave-vector space. Dividing by $(2\pi)^2$ and multiplying by $g$ and by two for spin gives $g\varepsilon\sqrt{m_xm_y}/\pi$ states per area. The density of states is therefore

$$D=\frac{2m_t}{\pi}\ \text{(twofold)},\qquad D'=\frac{4\sqrt{m_lm_t}}{\pi}\ \text{(fourfold)}.$$

The values are 0.016 and 0.070 per eV and square angstrom. At low temperature, with the Fermi level above the split pair but below $E_1'$, and with the subband edges held fixed, the quantum capacitance per area $e^2\,dn/d\mu$ equals $D$ in atomic units. This capacitance is smaller than $D'$ by a factor of 4.4: half the number of valleys gives a factor of 2, and the lighter in-plane mass gives $\sqrt{m_l/m_t}=2.2$. It rises to $D+D'$ once the fourfold subband is also filled from its edge, if $E_2$ is still empty. In the hard-wall triangle this window is only 0.006 eV wide, and the valley splitting of the $E_2$ pair narrows it further.

For a dilute channel at temperature $T$, integrating the Boltzmann factor over in-plane energy gives $n=Dk_BT\,e^{(\mu-E_1)/k_BT}$, and likewise for the fourfold subband. Hence

$$\frac{n'}{n}=2\sqrt{\frac{m_l}{m_t}}\;e^{-\Delta/k_BT}.$$

In the hard-wall example $k_BT=0.0259$ eV, and the ratio is $4.40\times e^{-2.94}=0.23$. The lowest subband holds most of the electrons in these two subbands, though not all. With the smaller gap of the model dielectric, 0.063 eV, the ratio is 0.39. By Gauss's law this force in silicon (relative permittivity 11.7) corresponds to about $3\times10^{12}$ charges per square centimetre, close to $Dk_BT=4\times10^{12}$ per square centimetre. The channel is therefore dilute and the well triangular only if depletion charge supplies nearly all of the field. If channel electrons supply half of it, their screening lowers the hard-wall gap to about 0.058 eV, and the ratio rises to about 0.5.

The populations become equal when $\Delta=k_BT\ln4.40=0.038$ eV. Since $\Delta\propto F^{2/3}$ for the hard wall, this happens there at

$$F=0.005\left(\frac{0.038}{0.076}\right)^{3/2}\text{eV/angstrom}\approx0.0018\ \text{eV/angstrom}.$$

Below this force the fourfold subband holds more electrons than the twofold ground subband, although its edge is still higher.

## Weighing the contributions

Energies below refer to the force of 0.005 eV/angstrom.

- The kinetic cost at fixed envelope raises the four light valleys by 0.141 eV relative to the two heavy ones.
- Relaxation of the light envelope returns 0.065 eV, leaving the hard-wall gap of 0.076 eV.
- Penetration into the model dielectric removes a further 0.013 eV.
- Coupling at the abrupt model wall splits the lowest pair by 0.007 eV, without bringing it near the fourfold level.
- The density of states moves no level, but favours the fourfold subband in population by a factor of 4.4 before the Boltzmann factor acts.

The list assumes parabolic valleys and an unscreened ramp. A non-parabolicity of 0.5 per eV lowers the hard-wall gap by about 0.002 eV. Channel charge can lower it by more than penetration does, without reversing the order.

Strain is the contribution set to zero at the start. If it raises the two $z$ valleys by $S$ relative to the other four, with masses unchanged, the gap becomes $\Delta-S$. The order reverses when $S>\Delta$: beyond 0.076 eV for the hard wall, or 0.063 eV with the model dielectric. Strain of the opposite sign widens the gap. Without strain, the bulk valleys start level. If they also share the same potential and the same barrier mass, the confinement mass decides which of them lies lowest.

## Computed values

```
Longitudinal mass m_l (rough input): 0.92 electron masses
Transverse mass m_t (rough input): 0.19 electron masses
Force F: 0.0050 eV/angstrom = 9.7235e-05 atomic units
Temperature: 300 K; kT = 0.02585 eV
Airy numbers a_1, a_2: 2.33811, 4.08795
Number of valleys sharing the lowest level: 2
Length scale, heavy: 9.39 angstrom
Length scale, light: 15.89 angstrom
Ground level, two heavy valleys: 0.1098 eV = 0.004035 hartree
Ground level, four light valleys: 0.1857 eV = 0.006826 hartree
Second level, two heavy valleys: 0.1920 eV
Finite-difference ground levels, heavy and light: 0.1098, 0.1857 eV
Gap, light minus heavy ground level: 0.0759 eV
Ratio of light to heavy ground level: 1.6918
Mass ratio m_l/m_t: 4.842
Mass ratio where light ground meets heavy second: 5.345
Kinetic energy, heavy ground state: 0.0366 eV
Potential energy, heavy ground state: 0.0732 eV
Kinetic share of the energy: 0.3333
Mean distance from wall, heavy: 14.64 angstrom
Mean distance from wall, light: 24.77 angstrom
Light electron in heavy envelope: 0.2504 eV
Barrier: height 2.0 eV, mass 0.2
Finite barrier, heavy ground level: 0.1064 eV
Finite barrier, light ground level: 0.1693 eV
Finite barrier, heavy second level: 0.1885 eV
Finite barrier, gap: 0.0628 eV
Chain: layer spacing 1.4 angstrom, valley phase 0.4 pi per layer
Chain, lowest pair: 0.1056, 0.1130 eV
Chain, mean of the pair: 0.1093 eV
Chain, splitting of the pair: 0.00739 eV
Chain, splitting from the formula: 0.00736 eV
Weaker force for other phases: 0.00050 eV/angstrom
Phase 0.25 pi: splitting/(force*spacing) 1.4251, formula 1.4142
Phase 0.40 pi: splitting/(force*spacing) 1.0523, formula 1.0515
Phase 0.70 pi: splitting/(force*spacing) 1.2411, formula 1.2361
Density of states, heavy subband: 0.01587 /(eV angstrom^2)
Density of states, light subband: 0.06986 /(eV angstrom^2)
Density-of-states ratio, light to heavy: 4.401
Boltzmann population ratio, light to heavy: 0.233
Force for equal populations: 0.00179 eV/angstrom
```
